# Debye–Conwell mobility and the error of adding inverse mobilities

## Problem

Carriers of charge magnitude $e$ and effective mass $m$ occupy one isotropic parabolic band at temperature $T$. They are nondegenerate, so their equilibrium distribution is $f_0\propto e^{-E/kT}$, and the electric field is weak. Two elastic mechanisms scatter them:

- longitudinal acoustic phonons, with deformation potential $\Xi$ and elastic constant $c_l$;
- ionized impurities of charge $\pm e$ and density $N$, screened by a carrier density $n$ in a medium of permittivity $\varepsilon$.

Let $\mu_L$ be the mobility with phonons alone and $\mu_I$ the mobility with impurities alone.

1. Find the momentum relaxation rates, combine them at each energy, and, with the slowly varying logarithm in the impurity rate held constant, express the mobility $\mu$ through $\mu_L$, $\mu_L/\mu_I$ and the sine and cosine integrals.
2. A shorter recipe adds inverse mobilities, $1/\mu_M=1/\mu_L+1/\mu_I$. In the same approximation, find the largest relative error $(\mu_M-\mu)/\mu$ for any strengths of the two mechanisms.
3. Evaluate both mobilities for a model semiconductor with $m=0.3$ electron masses, $\Xi=8$ eV, $c_l=150$ GPa, relative permittivity 12, $n=N=10^{17}\ \mathrm{cm^{-3}}$ and $T=200$ K.

## First estimate by scaling

Let $x=E/kT$. For phonons the matrix element does not depend on energy, and the rate follows the density of final states, $1/\tau_L=a\,x^{1/2}$. Fast carriers are deflected less by charged centres. The Coulomb matrix element squared falls as $1/k^4\propto x^{-2}$, which multiplied by the density of states gives $1/\tau_I=b\,x^{-3/2}$, up to a slowly varying logarithm.

If all carriers had one energy $x_0$, the mobility would be $e\tau(x_0)/m$. Rates add, so inverse mobilities would add too, and the recipe would have no error. The error therefore comes from the spread in energy.

To estimate it, note that a carrier contributes to the current in proportion to $v^2\tau\propto x\tau$, and that the number of carriers per unit $x$ is proportional to $x^{1/2}e^{-x}$. Hence
$$\mu\propto\int_0^\infty x^{3/2}e^{-x}\,\tau(x)\,dx .$$
With phonons alone the integrand is $x e^{-x}/a$, which peaks at $x=1$. With impurities alone it is $x^3e^{-x}/b$, which peaks at $x=3$. Since $\int_0^\infty x^ne^{-x}dx=n!$,
$$\frac{\mu_L}{\mu_I}=\frac{1/a}{6/b}=\frac{b}{6a}.$$

With both mechanisms, $\tau=1/(a x^{1/2}+b x^{-3/2})$, and the phonon-only relaxation time is reduced by the factor
$$\frac{\tau}{\tau_L}=\frac{a x^{1/2}}{a x^{1/2}+b x^{-3/2}}=\frac{x^2}{x^2+b/a}.$$
A one-energy estimate takes this factor at the mean energy of the phonon-limited current, $\bar x=\int x^2e^{-x}dx\big/\!\int xe^{-x}dx=2$:
$$\frac{\mu}{\mu_L}\approx\frac{4}{4+b/a}.$$
For equal separate mobilities $b/a=6$, and the estimate is $0.40$. Adding inverse mobilities gives $0.50$, which is 25% more. The recipe should thus be wrong by tens of percent when the mechanisms are comparable. The estimate cannot locate a maximum, because its ratio
$$\frac{\mu_M}{\mu}\approx\frac{6}{6+b/a}\cdot\frac{4+b/a}{4}$$
rises steadily from 1 to 1.5 as $b/a$ grows. The energy integral has to be done.

## Solution of the model

### Relaxation at each energy

Let a force $\mathcal F$ act on the carriers along $z$, and write $f=f_0+f_1$ with $f_1$ linear in $\mathcal F$. In the steady state the drift term balances the collisions:
$$\mathcal F v_z\frac{\partial f_0}{\partial E}=-\frac{\mathcal F v_z}{kT}f_0=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\,[f_1(\mathbf k')-f_1(\mathbf k)].$$
The scattering is elastic, and $W$ depends only on the energy and on the angle $\Theta$ between $\mathbf k$ and $\mathbf k'$. Try $f_1=A(E)\cos\theta$, where $\theta$ is the angle from $z$. Averaged over the azimuth around $\mathbf k$, $\cos\theta'$ becomes $\cos\theta\cos\Theta$. The right side is then $-f_1/\tau$, with
$$\frac1\tau=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(1-\cos\Theta).$$
For independent mechanisms $W$ is a sum, so $1/\tau=1/\tau_L+1/\tau_I$ at each energy. The solution is $f_1=\tau\mathcal F v_zf_0/kT$.

The drift velocity is $\sum v_zf_1/\sum f_0$. The angular average of $v_z^2$ is $v^2/3=2E/3m$, and the density of states is proportional to $x^{1/2}$. Dividing by the field, with $|\mathcal F|=e\times$ field,
$$\mu=\frac{e}{kT}\,\frac{2kT}{3m}\,\frac{\int_0^\infty x^{3/2}e^{-x}\tau\,dx}{\int_0^\infty x^{1/2}e^{-x}dx}=\frac{4e}{3\sqrt\pi\,m}\int_0^\infty x^{3/2}e^{-x}\tau\,dx, \tag{1}$$
because the lower integral is $\sqrt\pi/2$.

### The two rates

Scattering conserves spin, so the final density of states is that of one spin, $(2m)^{3/2}E^{1/2}/(4\pi^2\hbar^3)$ per unit volume. With $c=\cos\Theta$ and $M^2$ the squared matrix element times the volume, the golden rule gives
$$\frac1\tau=\frac{2\pi}{\hbar}\,\frac{(2m)^{3/2}E^{1/2}}{4\pi^2\hbar^3}\;\frac12\int_{-1}^{1}(1-c)\,M^2\,dc .$$

*Phonons.* Absorption of a phonon of wave number $q$ and frequency $\omega=v_sq$ has $M^2=\Xi^2q^2\hbar N_q/(2\rho\omega)$, where $\rho$ is the mass density and $N_q$ the occupation. Emission has $N_q+1$ instead. Assume $\hbar\omega\ll kT$. The energy exchange is then negligible and $N_q\approx N_q+1\approx kT/\hbar\omega$. With $\rho v_s^2=c_l$, each process gives $\Xi^2kT/2c_l$, together $\Xi^2kT/c_l$. This is independent of $c$, and $\frac12\int(1-c)\,dc=1$, so
$$\frac1{\tau_L}=\frac{\sqrt2\,m^{3/2}\Xi^2kT}{\pi\hbar^4c_l}\,E^{1/2}.$$

*Impurities.* In the Born approximation, with randomly placed centres that scatter independently, $M^2=N\,[e^2/\varepsilon(q^2+q_s^2)]^2$. Here $q^2=2k^2(1-c)$, and $q_s^2=e^2n/(\varepsilon kT)$ is the Debye screening constant. Put $\beta^2=4k^2/q_s^2=8mE/(\hbar^2q_s^2)$ and $s=\beta^2(1-c)/2$, so that $q^2=q_s^2s$. Then
$$\frac12\int_{-1}^1\frac{(1-c)\,dc}{(q^2+q_s^2)^2}=\frac{2}{q_s^4\beta^4}\int_0^{\beta^2}\frac{s\,ds}{(1+s)^2}=\frac{L}{8k^4},\qquad L=\ln(1+\beta^2)-\frac{\beta^2}{1+\beta^2},$$
where $q_s^4\beta^4=16k^4$ was used. Inserting $k^4=4m^2E^2/\hbar^4$,
$$\frac1{\tau_I}=\frac{Ne^4L}{16\sqrt2\,\pi\,\varepsilon^2m^{1/2}E^{3/2}} .$$
The factor $L$ varies slowly when $\beta^2$ is large. It is now frozen at $x=3$, the peak of the impurity-only integrand. This is an approximation, and its cost is measured below. The power laws of the first estimate then hold, with $a$ and $b$ the two rates at $E=kT$, the second taken with the frozen $L$.

### The mobility

Equation (1) with one mechanism at a time gives
$$\mu_L=\frac{4e}{3\sqrt\pi\,m\,a},\qquad \mu_I=\frac{4e}{3\sqrt\pi\,m}\,\frac{6}{b}=\frac{8e}{\sqrt\pi\,m\,b}.$$
Define
$$X^2=\frac ba=\frac{6\mu_L}{\mu_I}.$$
The two rates are equal when $x^2=b/a$, so $X$ is the crossover energy in units of $kT$. Slower carriers are limited mainly by impurities, faster ones mainly by phonons.

With both mechanisms $\tau=x^{3/2}/(ax^2+b)$, and (1) becomes $\mu=\mu_LF(X)$ with
$$F=\int_0^\infty\frac{x^3e^{-x}}{x^2+X^2}dx=1-X^2g,\qquad g(X)=\int_0^\infty\frac{x\,e^{-x}}{x^2+X^2}dx. \tag{2}$$
The second form follows from $x^3=x(x^2+X^2)-xX^2$ and $\int xe^{-x}dx=1$.

To evaluate $g$, start from the elementary integral
$$\int_0^{t_0}e^{-xt}\cos(Xt)\,dt=\frac{x+e^{-xt_0}(X\sin Xt_0-x\cos Xt_0)}{x^2+X^2}.$$
Multiply by $e^{-x}$ and integrate over $x$. On the left, the $x$ integral gives $1/(1+t)$. On the right, the first term gives $g$. The rest is at most
$$\int_0^\infty e^{-x(1+t_0)}\frac{x+X}{x^2+X^2}dx\le\frac{\sqrt2}{X(1+t_0)},$$
since $x+X\le\sqrt2\,(x^2+X^2)^{1/2}$ and $(x^2+X^2)^{1/2}\ge X$. It vanishes as $t_0\to\infty$. With $u=X(1+t)$,
$$g=\int_0^\infty\frac{\cos Xt}{1+t}dt=\int_X^\infty\frac{\cos(u-X)}{u}du .$$
Expand $\cos(u-X)=\cos u\cos X+\sin u\sin X$ and use the definitions
$$\mathrm{Si}(X)=\int_0^X\frac{\sin u}{u}du,\qquad \mathrm{Ci}(X)=-\int_X^\infty\frac{\cos u}{u}du,$$
with $\mathrm{Si}(\infty)=\pi/2$. The result is
$$g=-\mathrm{Ci}(X)\cos X+\left[\tfrac{\pi}{2}-\mathrm{Si}(X)\right]\sin X,$$
and therefore
$$\boxed{\;\mu=\mu_L\left\{1+X^2\left[\mathrm{Ci}(X)\cos X+\sin X\left(\mathrm{Si}(X)-\tfrac{\pi}{2}\right)\right]\right\}\;} \tag{3}$$
This is the Debye–Conwell formula.

For few impurities, $X\to0$, the small-argument forms $\mathrm{Ci}(X)\approx\gamma+\ln X$ and $\mathrm{Si}(X)\approx X$ give $F\approx1+X^2(\ln X+\gamma-\pi X/2)$, where $\gamma$ is Euler's constant. Adding inverse mobilities gives $1-X^2/6$, without the logarithm. For strong impurity scattering, expanding the denominator in (2) gives $F\approx6/X^2-120/X^4$. The first term is $\mu=\mu_I$, as it must be.

### The sign of the error and its single maximum

Since $\mu_L/\mu_I=X^2/6$, the recipe gives $\mu_M=\mu_L/(1+X^2/6)$. Let
$$p=\frac{1/\mu_I}{1/\mu_L+1/\mu_I}=\frac{X^2}{6+X^2}$$
be the impurity share of the added inverse mobilities. Then $1+X^2/6=1/(1-p)$ and $X^2=6p/(1-p)$. With $\langle\cdot\rangle$ the average over the normalized weight $xe^{-x}$,
$$D\equiv\frac{\mu}{\mu_M}=\frac{1}{1-p}\left\langle\frac{x^2}{x^2+6p/(1-p)}\right\rangle=\left\langle\frac{1}{(1-p)+6p/x^2}\right\rangle. \tag{4}$$
For each $x$ the quantity averaged is the reciprocal of a positive linear function of $p$. It is therefore convex in $p$, and strictly so unless $x^2=6$. It lies below the chord joining its end values $1$ and $x^2/6$:
$$\frac{1}{(1-p)+6p/x^2}\le(1-p)+p\,\frac{x^2}{6}.$$
Because $\langle x^2\rangle=3!=6$, averaging gives $D<1$ for $0<p<1$. In this model, adding inverse mobilities overestimates the mobility whenever both mechanisms act.

The chord is itself below $1+x^2/6$, which has a finite average, so $D$ is continuous up to the ends, where $D=1$. A strictly convex function with equal end values has one interior minimum. The relative error $(\mu_M-\mu)/\mu=1/D-1$ thus has one maximum.

The end slopes show that the two sides differ. The derivative of (4) at $p=0$ is $\langle1-6/x^2\rangle$. It is $-\infty$, because $\int e^{-x}dx/x$ diverges at small $x$: the frozen-$L$ rate $b\,x^{-3/2}$ grows without limit for the slowest carriers. This divergence belongs to the frozen $L$. For $\beta^2\ll1$ the expansion of $L$ gives $L\approx\beta^4/2\propto E^2$, so the screened rate falls as $E^{1/2}$ and the integral converges. Since $L$ increases with energy, it lies below its frozen value for every $x<3$, so the slow-carrier contribution is reduced gradually over that whole range and not only below the energy where $\beta^2\approx1$. At $p=1$ the derivative is $\langle x^4/36-x^2/6\rangle=120/36-1=7/3$, which is finite.

### Locating the maximum

From $\mathrm{Ci}'=\cos X/X$ and $\mathrm{Si}'=\sin X/X$,
$$g'=-\frac{\cos^2X+\sin^2X}{X}+f=f-\frac1X,\qquad f=\mathrm{Ci}(X)\sin X+\left[\tfrac\pi2-\mathrm{Si}(X)\right]\cos X .$$
Hence $F'=-2Xg-X^2g'=X(1-2g-Xf)$. Since $p$ increases with $X$, the minimum of $D=(1+X^2/6)F$ can be sought in $X$:
$$\frac X3F+\left(1+\frac{X^2}6\right)F'=0 .$$
Multiply by $6/X$ and insert $F=1-X^2g$:
$$2-2X^2g+(6+X^2)(1-2g-Xf)=0 .$$
Collecting terms,
$$8+X^2=4(3+X^2)\,g+X(6+X^2)\,f. \tag{5}$$
The numerical root is $X=2.1445$, where $g=0.13098$ and $f=0.37914$. With $X^2=4.599$, the left side is $12.599$ and the right side is $3.981+8.618=12.599$. Then
$$\frac{\mu_L}{\mu_I}=\frac{4.599}{6}=0.766,\qquad F=1-4.599\times0.13098=0.3976,$$
$$D=1.7665\times0.3976=0.702.$$
The maximum error is
$$\boxed{\;\left(\frac{\mu_M-\mu}{\mu}\right)_{\max}=42.4\%\;}$$
relative to the combined mobility $\mu$, or 29.8% relative to $\mu_M$. No material parameter enters. The number belongs to this pair of energy laws. If both rates had the same energy dependence, $1/\tau=(a+b)h(x)$, equation (1) would make inverse mobilities add without error.

### The model semiconductor

The carrier density is 0.045 of the effective density of states of the band, so nondegenerate statistics are adequate. The screening length $1/q_s$ is 10.7 nm. At $E=3kT$, $\beta^2=186$ and
$$L=\ln(187.1)-\frac{186.1}{187.1}=4.24 .$$
The rates at $E=kT$ are $a=8.263\times10^{11}\ \mathrm{s^{-1}}$ and $b=4.587\times10^{12}\ \mathrm{s^{-1}}$. They give $\mu_L=5337$ and $\mu_I=5769\ \mathrm{cm^2/(V\,s)}$, and
$$X^2=\frac{4.587}{0.8263}=5.55,\qquad X=2.356 .$$
With $\mathrm{Ci}(X)=0.3307$ and $\mathrm{Si}(X)=1.7397$, equation (3) reads
$$F=1+5.55\,[0.3307\times(-0.707)+0.707\times(1.7397-1.5708)]\approx0.365 .$$
Using the unrounded $F=0.36548$,
$$\mu=0.36548\times5337=1951\ \mathrm{cm^2/(V\,s)},\qquad \mu_M=\frac{5337}{1+0.9251}=2772\ \mathrm{cm^2/(V\,s)}.$$
The recipe is 42% too high, close to the maximum.

Now let $L$ vary with energy. Numerical integration of (1) gives $\mu_I=5653$ and $\mu=2060\ \mathrm{cm^2/(V\,s)}$, while adding inverse mobilities gives $2745\ \mathrm{cm^2/(V\,s)}$. Freezing $L$ thus lowers the combined mobility by 5.3% relative to the value with variable $L$. The error of the recipe changes more, from 42% to 33%. The 42.4% is the maximum for frozen $L$ only. With energy-dependent $L$ the error also depends on $\beta^2$, and so on the material parameters; its maximum in that case is not determined here.

## Comparison of the estimate and the solution

The table gives $\mu/\mu_L$ from the one-energy estimate, from equation (3) and from adding inverse mobilities. The last column is the error of the recipe relative to (3).

| $\mu_L/\mu_I$ | one energy | eq. (3) | inverse sum | error |
|---|---|---|---|---|
| 0.1 | 0.870 | 0.730 | 0.909 | 24% |
| 1 | 0.400 | 0.352 | 0.500 | 42% |
| 10 | 0.063 | 0.079 | 0.091 | 16% |

The estimate found the right order of magnitude for comparable mechanisms, 25% against 42%. It fails on both sides for identifiable reasons. With few impurities, a single energy $x=2$ misses the slow carriers that produce the logarithm in $F$. With many impurities, it replaces $\langle x^2\rangle=6$ by $\bar x^2=4$, so it tends to $4/X^2$ instead of $6/X^2$ and does not recover $\mu_I$. That is why its predicted error grows to 50% instead of passing through a maximum.

The maximum is broad, and the error dies out slowly. It exceeds 10% for $\mu_L/\mu_I$ between 0.020 and 18. For strong impurity scattering,
$$D\approx\left(1+\frac{X^2}{6}\right)\left(\frac{6}{X^2}-\frac{120}{X^4}\right)\approx1-\frac{14}{X^2},$$
so the error is about $14/X^2=(7/3)\,\mu_I/\mu_L$. At $\mu_L/\mu_I=100$ this gives 2.3%, against 2.2% from (3).

Equation (3) itself fails when its premises do: for degenerate carriers, for phonon energies comparable to $kT$, for carriers that the Born approximation does not describe, or when inelastic scattering or collisions between carriers redistribute energy and momentum. The Born premise is not well met in the example: the effective Rydberg energy $me^4/[2(4\pi\varepsilon\hbar)^2]$ is 28 meV, above $kT=17$ meV. A partial-wave solution for the same screened potential puts the impurity rate at $E=kT$ about 16% below the Born value for attractive centres and about half the Born value for repulsive ones, whereas the Born rate does not depend on the sign of the charge. The mobilities quoted above are those of the Born model. Partial-wave rates at every energy, in place of the Born rates with variable $L$, raise $\mu$ from 2060 to about 2170 $\mathrm{cm^2/(V\,s)}$ for attractive centres and to about 2620 for repulsive ones. The error of the recipe then falls from 33% to about 30% and 22%, respectively. Other premises are also marginal in the example. Hydrogenic dopants bound by 28 meV are not fully ionized at 200 K: $n=N=10^{17}\ \mathrm{cm^{-3}}$ would require about $1.5\times10^{17}\ \mathrm{cm^{-3}}$ dopants in total, and the neutral remainder is ignored here. A sphere of radius $1/q_s$ holds only about 0.5 carriers, and the impurity spacing $N^{-1/3}=21.5$ nm is only twice the screening length, so linear Debye screening and independent scattering are rough approximations. For a mass density of 2.3 to 5.3 $\mathrm{g/cm^3}$, the largest phonon energy exchanged at $E=kT$ to $3kT$ is about $0.15$ to $0.4\,kT$, so elastic phonon scattering is only moderately well satisfied. The numerical check checks the Born and phonon rates, the addition of the two mechanisms at fixed energy, the mobility formula and the minimum of $D$ by independent numerical calculation.

## Calculated quantities

```
UNIVERSAL MAXIMUM ERROR OF ADDING INVERSE MOBILITIES
X at maximum                        = 2.14450
mu_L/mu_I at maximum                = 0.76648
impurity share p at maximum         = 0.43390
F(X) = mu/mu_L at maximum           = 0.39762
D = mu/mu_M at maximum              = 0.70238
maximum (mu_M-mu)/mu                = 42.372 %
maximum (mu_M-mu)/mu_M              = 29.762 %
g(X) at maximum                     = 0.130984
f(X) at maximum                     = 0.379137
(mu_M-mu)/mu above 10 % for mu_L/mu_I from 0.0203 to 18.09
numerical slope dD/dp at p = 1      = 2.3316
TABLE: mu_L/mu_I, X, mu/mu_L, mu_M/mu_L, (mu_M-mu)/mu in %
   0.01   0.2449  0.93154  0.99010    6.29
   0.10   0.7746  0.73049  0.90909   24.45
   0.30   1.3416  0.56088  0.76923   37.15
   1.00   2.4495  0.35239  0.50000   41.89
   3.00   4.2426  0.19030  0.25000   31.37
  10.00   7.7460  0.07862  0.09091   15.63
 100.00  24.4949  0.00969  0.00990    2.20
WORKED EXAMPLE (model parameters)
effective mass                      = 0.3 electron masses
deformation potential               = 8.0 eV
longitudinal elastic constant       = 150 GPa
relative permittivity               = 12.0
carrier and impurity density        = 1.0e+17 cm^-3
temperature                         = 200 K
kT                                  = 17.235 meV
density / effective band density    = 0.0446
screening length                    = 10.691 nm
beta^2 at E = 3kT                   = 186.13
L at E = 3kT                        = 4.2371
acoustic rate at E = kT (a)         = 8.2633e+11 s^-1
impurity rate at E = kT (b)         = 4.5866e+12 s^-1
mu_L                                = 5337.1 cm^2/(V s)
mu_I, frozen L                      = 5769.3 cm^2/(V s)
mu_L/mu_I                           = 0.9251
X                                   = 2.3560
Si(X), Ci(X)                        = 1.73968, 0.33067
F(X)                                = 0.36548
mu, combined at each energy         = 1950.6 cm^2/(V s)
mu_M, inverse mobilities added      = 2772.4 cm^2/(V s)
(mu_M-mu)/mu                        = 42.13 %
SAME EXAMPLE WITH ENERGY-DEPENDENT L
mu_I                                = 5652.5 cm^2/(V s)
mu, combined at each energy         = 2059.8 cm^2/(V s)
mu_M, inverse mobilities added      = 2745.2 cm^2/(V s)
(mu_M-mu)/mu                        = 33.28 %
frozen-L mu relative to this mu     = -5.30 %
```
